\section*{Exact state counting for fully connected dipoles and the Landau limit}

\section{What goes wrong without the correction}

Take 500 two-state dipoles, all coupled equally, and count their states at a given polarization. With the parameters used below, the free energy per dipole lies 0.258 meV above the mean-field Landau function. The well of that function is only 0.231 meV deep. This number alone does not show whether the gap is a programming fault or a finite-size effect; a formula for its expected size allows a direct check. Comparison with a quartic Landau polynomial brings a second trouble: at any nonzero polarization that gap does not close, however many dipoles are taken.

The remedy is an exact count, a bound on the gap at every polarization, and the leading terms of the gap.

\section{Model and conventions}

Let $s_i=\pm1$ for $i=1,\dots,N$. Each dipole has moment $\mu$ and occupies volume $v$. With $M=\sum_i s_i=Nm$, the polarization is $P=P_0m$, where $P_0=\mu/v$. No field is applied, and
\begin{equation}
H=-\frac JN\sum_{i<j}s_is_j,\qquad J>0 .
\end{equation}
The factor $1/N$ keeps the energy per dipole finite. Squaring $M$ and using $s_i^2=1$ gives $M^2=N+2\sum_{i<j}s_is_j$, so
\begin{equation}
H=-\frac{J}{2N}(M^2-N)=-\frac{J}{2N}M^2+\frac J2 .
\end{equation}
All states with the same $M$ therefore have the same energy. If $n$ dipoles point up, $M=2n-N$ and $n=N(1+m)/2$. With $W_n$ such states, the restricted partition function is $W_ne^{-H/kT}$, and
\begin{equation}
f_N(m)=-\frac J2m^2+\frac J{2N}-\frac{kT}{N}\ln W_n .
\label{fN}
\end{equation}
Fixed polarization here means one allowed value of $M$. The mean-field Landau function is
\begin{equation}
f(m)=-\frac J2m^2-kT\,s(m),\qquad
s(m)=-\sum_{\pm}\frac{1\pm m}{2}\ln\frac{1\pm m}{2},
\end{equation}
with $0\ln0=0$.

\section{The counting scheme}

Count the states with $n+1$ dipoles up in which one up dipole is marked. Choosing the state first gives $(n+1)W_{n+1}$. Choosing first the $n$ unmarked up dipoles, then the marked one among the other $N-n$, gives $(N-n)W_n$. Hence
\begin{equation}
W_0=1,\qquad W_{n+1}=\frac{W_n(N-n)}{n+1}.
\end{equation}
Since $W_{n+1}$ is an integer, the division leaves no remainder if the product is formed first. Reversing all dipoles gives $W_n=W_{N-n}$, so the shorter side suffices.

\begin{verbatim}
input: integers N, n; energies J, kT
W = 1
for j = 0 ... min(n, N-n) - 1:
    W = (W * (N-j)) div (j+1)   # big integers
m   = (2n - N)/N
f_N = -J*m^2/2 + J/(2N) - kT*log(W)/N
f   = -J*m^2/2 - kT*s(m)
return f_N, f_N - f
\end{verbatim}

\textbf{Cost.} Let $r=\min(n,N-n)$. Because $W\le2^N$, each step multiplies and divides a number of at most about $N$ bits by a machine-sized integer. The total is $O(rN)$ bit operations, at most $O(N^2)$, with $O(N)$ bits of storage. One pass yields the whole profile at the same order, apart from the logarithms, if each is taken as its count appears.

\textbf{Stability.} The integers carry no rounding error, but the gap needs $Ns-\ln W$, a difference of two numbers of order $N$ whose result is of order $\ln N$. A relative rounding error $\epsilon$ in each number leaves an absolute error of about $\epsilon Ns$. For $N=65536$ and $m=1/2$, $Ns\approx3.7\times10^4$. Double precision, $\epsilon\approx10^{-16}$, leaves about $4\times10^{-12}$. Single precision, $\epsilon\approx6\times10^{-8}$, leaves about $2\times10^{-3}$, which spares the logarithm but hides the next correction, about $6\times10^{-6}$. The count itself must not be converted to a double: near $m=0$ it leaves the range of that format soon after $N=1024$. If big integers are unavailable, one can sum $\ln[(N-j)/(j+1)]$, at the price of accumulated rounding.

For $N=16$ and $n=12$ the recursion gives $1,16,120,560,1820$. As a test of the reduction to $M$, all 65536 states of 16 dipoles were listed with their energies from the explicit pair sum. At all 17 values of $M$ the free energy agreed with Eq.~(\ref{fN}) within $4\times10^{-15}$ meV.

\section{A bound at every polarization}

Let $0<n<N$ and $p=n/N$, and consider the binomial probabilities $b_k=W_kp^k(1-p)^{N-k}$. The recursion gives
\begin{equation}
\frac{b_{k+1}}{b_k}=\frac{(N-k)\,n}{(k+1)(N-n)} .
\end{equation}
This ratio is at least one when $(N-k)n\ge(k+1)(N-n)$. Cancelling $-kn$ on both sides leaves $n(N+1)\ge(k+1)N$, or $k+1\le n+n/N$. Since $n/N<1$ and $k+1$ is an integer, the condition is $k+1\le n$. The probabilities rise up to $k=n$ and fall afterwards, so $b_n$ is the largest. Moreover,
\begin{equation}
b_n=W_n\,e^{\,n\ln p+(N-n)\ln(1-p)}=W_n\,e^{-Ns(m)} .
\end{equation}
The $N+1$ probabilities add to one, so the largest lies between $1/(N+1)$ and $1$. Taking logarithms, $0\le Ns-\ln W_n\le\ln(N+1)$, and therefore
\begin{equation}
0\le f_N(m)-f(m)-\frac J{2N}\le\frac{kT}{N}\ln(N+1).
\label{bound}
\end{equation}
At $m=\pm1$, $W=1$ and $s=0$, so the middle expression vanishes and the bound holds there too. This already proves convergence, uniformly in $m$, at a rate no slower than $(\ln N)/N$.

For $N=1024$ the largest value of $Ns-\ln W$ over all $m$ is 3.692, while the bound is 6.932. The factor of nearly two is explained by the sharper form derived next.

\section{The size of the gap}

\subsection{The factorial}

Define $d_n=\ln n!-(n+\tfrac12)\ln n+n$. Then
\begin{equation}
d_n-d_{n+1}=\left(n+\tfrac12\right)\ln\frac{n+1}{n}-1 .
\end{equation}
Put $t=1/(2n+1)$, so that $(n+1)/n=(1+t)/(1-t)$ and $n+\frac12=1/(2t)$. Expanding the logarithm,
\begin{equation}
d_n-d_{n+1}=\frac{t^2}{3}+\frac{t^4}{5}+\frac{t^6}{7}+\cdots .
\end{equation}
Replacing every denominator by 3 gives an upper bound,
\begin{equation}
d_n-d_{n+1}<\frac{t^2}{3(1-t^2)}=\frac1{12n(n+1)}
=\frac1{12n}-\frac1{12(n+1)} .
\end{equation}
Since $2k+1\le3^k$, a lower bound is the geometric series
\begin{equation}
\sum_{k\ge1}\left(\frac{t^2}{3}\right)^k=\frac1{12n^2+12n+2}
>\frac1{12n^2+14n+\frac{13}{12}}
=\frac1{12n+1}-\frac1{12(n+1)+1},
\end{equation}
where the inequality needs $11/12<2n$, true for $n\ge1$. Summing both bounds from $n$ to infinity shows that $d_n$ tends to a constant $c$ and that
\begin{equation}
n!=e^c\sqrt n\left(\frac ne\right)^n e^{r_n},\qquad
\frac1{12n+1}<r_n<\frac1{12n}.
\end{equation}

To find $c$, let $I_k=\int_0^{\pi/2}\sin^kx\,dx$. Integration by parts gives $kI_k=(k-1)I_{k-2}$. Hence $kI_kI_{k-1}=(k-1)I_{k-1}I_{k-2}$ is independent of $k$ and equals $I_1I_0=\pi/2$. The $I_k$ decrease and $I_k/I_{k-2}\to1$, so $2nI_{2n}^2\to\pi/2$, or $I_{2n}\sqrt n\to\sqrt\pi/2$. Repeated use of the recursion also gives $I_{2n}=(\pi/2)(2n)!/(4^nn!^2)$. Thus $\sqrt n\,(2n)!/(4^nn!^2)\to1/\sqrt\pi$. The factorial formula gives $\sqrt2\,e^{-c}$ for the same limit, so $e^c=\sqrt{2\pi}$.

\subsection{The correction terms}

Write $a=N(1+m)/2$ and $b=N(1-m)/2$, with $|m|<1$. From $W=N!/(a!\,b!)$,
\begin{equation}
\ln W=N\ln N-a\ln a-b\ln b+\frac12\ln\frac{N}{2\pi ab}+r_N-r_a-r_b .
\end{equation}
The first three terms equal $Ns(m)$. Since $ab=N^2(1-m^2)/4$, the next is $-\frac12\ln[\pi N(1-m^2)/2]$. At fixed $m$ the remainders give
\begin{equation}
r_N-r_a-r_b\simeq\frac1{12}\left(\frac1N-\frac N{ab}\right)
=-\frac{3+m^2}{12N(1-m^2)},
\end{equation}
with an error $O(N^{-2})$, because the two bounds on $r_n$ differ by less than $1/(144n^2)$. Inserting this in Eq.~(\ref{fN}),
\begin{equation}
f_N-f=\frac{kT}{2N}\ln\frac{\pi N(1-m^2)}2+\frac J{2N}
+\frac{kT(3+m^2)}{12N^2(1-m^2)}+O(N^{-3}).
\label{gap}
\end{equation}
The leading correction is $\frac12kT(\ln N)/N$. Its sign is positive because $N$ independent dipoles biased to the mean $m$ have entropy $Nks$ but spread over about $\sqrt N$ values of $M$. Fixing one value removes an entropy of about $k\ln\sqrt N$.

At $m=0$ and $N=1024$ the logarithm plus the next term gives $Ns-\ln W=3.692$, the largest value quoted above. The bound has $\ln N$ where the true growth is $\frac12\ln N$.

Equation~(\ref{gap}) requires both $a$ and $b$ to be large. With one dipole down, $W=N$ and $Ns=\ln N+(N-1)\ln[N/(N-1)]$, so $Ns-\ln W\to1$: the logarithm has gone. The first term of Eq.~(\ref{gap}) would give $\frac12\ln(2\pi)\approx0.92$ instead. At full polarization it diverges, while the true gap is $J/(2N)$.

\section{Which Landau function is reached}

Differentiation gives $s'(m)=-\frac12\ln[(1+m)/(1-m)]=-\operatorname{artanh}m$. Integrating $\operatorname{artanh}m=\sum_{k\ge1}m^{2k-1}/(2k-1)$ from $s(0)=\ln2$,
\begin{equation}
f=-kT\ln2+\frac{kT-J}2m^2+kT\left(\frac{m^4}{12}+\frac{m^6}{30}+\cdots\right),
\end{equation}
with general term $kT\,m^{2k}/[2k(2k-1)]$. The quadratic coefficient changes sign at $kT_c=J$. All omitted terms are positive and independent of $N$, so a cut polynomial lies below $f$ by a fixed amount at any $m\ne0$. The limit of the count is the full function $f$.

\section{Barriers and the unconstrained free energy}

Much of the gap is common to all $m$. Let $F=Nf_N$ and take $N$ even. Subtracting Eq.~(\ref{gap}) at $m$ from its value at zero,
\begin{equation}
F(0)-F(m)=N[f(0)-f(m)]-\frac{kT}2\ln(1-m^2)+O(N^{-1}).
\label{barrier}
\end{equation}
The terms in $\ln N$ and $J$ cancel. The barrier for uniform reversal is thus known far better than the absolute free energy.

The logarithm also disappears on summing over $M$. Let $K=J/kT>1$ and let $m_*>0$ minimize $f$, so $m_*=\tanh(Km_*)$. Near this minimum $f\simeq f(m_*)+\frac12f''(m-m_*)^2$, with $f''=kT/(1-m_*^2)-J$. Allowed values of $m$ are $2/N$ apart, much closer than the width $\sim N^{-1/2}$ of the peak, so the sum becomes $(N/2)\int dm$. The two wells contribute equally:
\begin{align}
Z&\simeq2e^{-K/2}e^{-Nf(m_*)/kT}\,\frac N2
\sqrt{\frac2{\pi N(1-m_*^2)}}\sqrt{\frac{2\pi kT}{Nf''}}\nonumber\\
&=\frac{2e^{-K/2}e^{-Nf(m_*)/kT}}{\sqrt{1-K(1-m_*^2)}} .
\end{align}
All powers of $N$ in the prefactor cancel, and
\begin{equation}
-\ln Z-\frac{Nf(m_*)}{kT}\to\frac K2+\frac12\ln[1-K(1-m_*^2)]-\ln2 .
\label{Z}
\end{equation}
Above $T_c$ there is one well, at $m=0$, and the same steps give $K/2+\frac12\ln(1-K)$. Both results fail at $T_c$, where $f''=0$ and the Gaussian integral has no meaning.

\section{Worked example}

The parameters are rough values in the regime of sodium nitrite, whose polarization reverses together with the orientation of its NO$_2$ groups: $T_c=440$ K, $P_0=12\ \mu$C/cm$^2$ and $v=0.054$ nm$^3$. The temperature is held at 400 K. Then $kT=34.469$ meV, $J=kT_c=37.916$ meV and $K=1.10$. The equilibrium value is $m_*=0.503$, or $6.04\ \mu$C/cm$^2$. The polarization is held at $m=1/2$, or $6\ \mu$C/cm$^2$, which is an allowed value whenever $N$ is a multiple of four.

For $N=16$, $\ln1820=7.5066$ and
\begin{equation}
f_{16}=-\frac{37.916}{8}+\frac{37.916}{32}-\frac{34.469\times7.5066}{16}
=-19.726\ \text{meV}.
\end{equation}
The Landau value is $f(1/2)=-24.123$ meV, so the gap is 4.397 meV. The table gives gaps in meV; ``leading'' means the first two terms of Eq.~(\ref{gap}).

\begin{center}
\begin{tabular}{rrrr}
$N$ & $f_N-f$ & leading & $f_N-{}$quartic\\
16 & 4.3965 & 4.3480 & 4.4173\\
256 & 0.4586 & 0.4584 & 0.4794\\
4096 & 0.0403 & 0.0403 & 0.0611\\
65536 & 0.0032 & 0.0032 & 0.0241
\end{tabular}
\end{center}

At $N=16$ the leading terms miss 0.0485 meV. The third term of Eq.~(\ref{gap}) supplies $34.469\times3.25/2304=0.0486$ meV. The coefficient of the logarithm follows without a fit: by Eq.~(\ref{gap}), $N(f_N-f)$ grows by $\frac12kT\ln4$ when $N$ is quadrupled, up to terms of order $1/N$. From $N=16384$ to 65536 the growth divided by $kT\ln4$ is 0.49999.

The last column levels off towards $f-{}$quartic${}=0.0208$ meV, of which the $m^6$ term supplies $1.149/64=0.0180$ meV. The full 0.0208 meV is 9\% of the well depth, $f(0)-f(1/2)=0.2305$ meV. The finite-size gap drops below this truncation error between $N=4096$ and 16384. Beyond that, replacing the quartic by the full function $f$ removes more of the difference than any increase in $N$.

A cube of 3 nm edge holds $N=500$ dipoles. Its uniform barrier is $3.34\,kT$ from the Landau function and $3.49\,kT$ from the count. The difference is $-\frac12\ln(3/4)=0.144$, as Eq.~(\ref{barrier}) requires. For a 10 nm cube, $N=18520$, the gap is 0.010 meV per dipole and the barrier is $124\,kT$, or 4.27 eV.

For the unconstrained sum, Eq.~(\ref{Z}) predicts $-1.00545$. The counts give $-1.00705$ at $N=16384$ and $-1.00584$ at $N=65536$. The deviation falls about fourfold, consistent with a $1/N$ correction.

\section{Failure modes}

\textbf{Density instead of count.} A histogram normalized per unit $m$ contains $W_nN/2$, not $W_n$. This adds $-(kT/N)\ln(N/2)$ to the free energy per dipole and turns the coefficient of $kT(\ln N)/N$ from $+\frac12$ into $-\frac12$.

\textbf{Self-interaction.} Using $-JM^2/(2N)$ without the constant $J/2$ removes $J/(2N)$ from the gap. The limit is unchanged, but at $N=500$ the gap shifts by 0.038 meV.

\textbf{Off-lattice polarization.} If $N(1+m)/2$ is not an integer, $f$ must be evaluated at the rounded $m$ that was counted. Otherwise the shift $\delta m$, at most $1/N$ in size, adds an error of about $f'(m)\,\delta m+\frac12f''(m)\,\delta m^2$. Close to a minimum of $f$ the second term can be the larger one. At $m=1/2$ here, $f'=-0.024$ meV and $f''=8.04$ meV, so this needs $|\delta m|>0.006$, which is possible only for $N$ below about 170.

\textbf{Short-range coupling.} Equal coupling of all pairs makes domains useless. With local coupling they can lower the free energy of an ordered array. For a mean-field estimate, let each dipole of a simple cubic array have six neighbours with coupling $J/6$. A sharp wall between $+m_*$ and $-m_*$ changes one bond energy per wall site from $-Jm_*^2/6$ to $+Jm_*^2/6$, a cost of $Jm_*^2/3=3.20$ meV. Letting the layers relax according to
\begin{equation}
m_l=\tanh\left[\frac{J}{6kT}(4m_l+m_{l-1}+m_{l+1})\right]
\end{equation}
lowers the cost to 1.15 meV. If the missing neighbours at the faces are ignored, one flat wall across the 10 nm cube costs $1.15\,N^{2/3}$ meV${}=0.80$ eV, against 4.27 eV for uniform reversal. With free faces the same approximation gives lower values, about 0.6 and 2.4 eV for a cube with 26 dipoles along each edge. The wall cost per dipole falls as $N^{-1/3}$, so in this estimate the free energy at fixed $|m|<m_*$ drops to $f(m_*)$ for large $N$ and the Landau hump is lost. The estimate neglects fluctuations, which are strong with only six neighbours: they lower the transition of this array to about $0.75\,J/k$, or 330 K. At 400 K the array is in fact disordered and has no such walls. The numbers therefore illustrate how walls compete with uniform reversal within mean-field theory; they do not predict the behaviour of a crystal.

\section{Against the real crystal}

Sodium nitrite has a weakly first-order transition and a narrow modulated phase; the model has a continuous transition and neither feature. For a particle the electrical boundary condition matters strongly. A uniformly polarized bare cube has an average depolarizing field $P/(3\varepsilon_0)$ and hence an energy $P^2v/(6\varepsilon_0)=22.8$ meV per dipole, without background screening. This is about 100 times the well depth, so the example presumes compensating charge on the surfaces. The assumption of equal coupling is also strongly broken: the bare energy scale of two neighbouring dipoles, $\mu^2/(4\pi\varepsilon_0v)=43.6$ meV, exceeds $J$ itself, whereas the model assigns each pair $J/N$. Unless screening reduces this scale greatly, local correlations are not small; this estimate does not say how far they move $T_c$ or the well depth.

Tunnelling matters little. With the N atom taken 0.06 nm above the O--O line, the rotational constant of the NO$_2$ group is 0.6 meV. This is on the high side: Hartree--Fock and MP2 geometries of the free ion put the height at 0.063 and 0.068 nm, which gives about 0.53 and 0.47 meV. For a planar rotor without a field, a barrier between the two orientations makes the splitting $\Gamma$ of the lowest doublet smaller than this free-rotor spacing. With the spacing itself as an upper estimate of $\Gamma$, the partition function of the dipole is $2\cosh(\Gamma/2kT)$. The free energy is lowered by about $\Gamma^2/(8kT)\approx0.001$ meV, under 1\% of the well depth. The estimate, like the two-state picture itself, presumes a barrier many times $kT$: doublets near the top of the barrier can split by several times the free-rotor spacing, and they must be thinly populated.

\section*{Computed results}
\begin{verbatim}
Tc = 440 K, T = 400 K
P0 = 12.0 uC/cm2, v = 0.054 nm^3
dipole moment mu = 6.480e-30 C m
kT = 34.4693 meV, J = 37.9163 meV
J/kT = 1.1000
equilibrium m* = 0.50294
equilibrium P = 6.035 uC/cm2
held m = 0.50, P = 6.00 uC/cm2
Landau m^2 coefficient = -1.7235 meV
Landau m^4 coefficient = 2.8724 meV
Landau m^6 coefficient = 1.1490 meV
f(1/2) = -24.122851 meV
f(0) - f(1/2) = 0.23053 meV
states, N=16, 12 up: 1820
f_16(1/2) = -19.726351 meV
brute force, N=16, largest error = 3.6e-15 meV
N=1024: largest N s - ln W = 3.6918
N=1024: bound ln(N+1) = 6.9324
N, exact gap, log + J/2N, gap to quartic (meV)
    16 4.3965000 4.3479717 4.4173092
    64 1.4633490 1.4603105 1.4841582
   256 0.4585969 0.4584070 0.4794061
  1024 0.1379460 0.1379341 0.1587552
  4096 0.0403174 0.0403166 0.0611266
 16384 0.0115375 0.0115374 0.0323467
 65536 0.0032489 0.0032489 0.0240582
coefficient of kT ln(N)/N = 0.499988
f - quartic at m=1/2 = 0.02081 meV
f - sextic at m=1/2 = 0.00286 meV
-lnZ - N f(m*)/kT, N=16384: -1.00705
-lnZ - N f(m*)/kT, N=65536: -1.00584
its predicted limit: -1.00545
cube edge 3 nm: N = 500
  f_N - f at m=1/2 = 0.25783 meV
  barrier N[f(0)-f(1/2)] = 3.344 kT
  barrier from exact counts = 3.488 kT
cube edge 10 nm: N = 18520
  f_N - f at m=1/2 = 0.01032 meV
  barrier N[f(0)-f(1/2)] = 123.861 kT
  barrier from exact counts = 124.005 kT
depolarization, bare cube = 22.84 meV/dipole
bare neighbour dipole energy = 43.62 meV
sharp wall = 3.197 meV per wall site
relaxed wall = 1.146 meV per wall site
10 nm cube, one wall = 0.802 eV
10 nm cube, uniform barrier = 4.274 eV
rough N height above O-O line = 0.06 nm
NO2 rotational constant = 0.596 meV
\end{verbatim}
